\section*{Equilibrium atomic hydrogen in a hot, low-pressure gas}

\section*{Problem}

In hot-filament growth of diamond, hydrogen passes a filament at about 2500 K, and the atomic hydrogen formed there takes part in the growth chemistry. Consider pure hydrogen at temperature $T=2500$ K and total pressure $P=20$ torr. The dissociation constant at this temperature is $K=0.00063$ atm.

\begin{enumerate}
\item[(a)] Show that at equilibrium about 14 percent of the particles in the gas are H atoms.
\item[(b)] What fraction of the original molecules has dissociated?
\item[(c)] Is the given $K$ consistent with the binding and the energy levels of the H$_2$ molecule?
\end{enumerate}

Treat the gas as an ideal mixture of H and H$_2$ at one uniform temperature.

\section*{Hints}

\begin{enumerate}
\item The unit of $K$ tells you which reaction it belongs to. A ratio $p_{\mathrm H}^2/p_{\mathrm{H_2}}$ has the unit of pressure, whereas $p_{\mathrm H}/p_{\mathrm{H_2}}^{1/2}$ has the unit of the square root of pressure.
\item Write both partial pressures in terms of the mole fraction $x$ of atoms and the total pressure. Put $K$ and $P$ in the same unit before dividing.
\item For (b), start from one mole of H$_2$ and count what is left. One lost molecule gives two atoms, so the total number of particles changes.
\item For (c), equate the chemical potential of a molecule to that of two atoms, using the ideal-gas partition functions.
\end{enumerate}

\section*{Solution}

\subsection*{The equilibrium condition}

The unit atm identifies the reaction as $\mathrm{H_2}\rightleftharpoons 2\mathrm H$. At fixed $T$ and $P$ the equilibrium composition minimizes the Gibbs energy $G$. If $d\xi$ molecules dissociate, the number of molecules changes by $-d\xi$ and the number of atoms by $2\,d\xi$, so
\begin{equation}
dG=(2\mu_{\mathrm H}-\mu_{\mathrm{H_2}})\,d\xi .
\end{equation}
The chemical potential of an ideal gas is $\mu_i=\mu_i^0(T)+kT\ln(p_i/p_0)$, with $k$ the Boltzmann constant and $p_0=1$ atm. Define
\begin{equation}
K=p_0\exp\!\left[-\frac{2\mu_{\mathrm H}^0-\mu_{\mathrm{H_2}}^0}{kT}\right].
\end{equation}
Then
\begin{equation}
\frac{dG}{d\xi}=kT\ln\!\left(\frac{p_{\mathrm H}^2/p_{\mathrm{H_2}}}{K}\right).
\label{slope}
\end{equation}
As dissociation proceeds at fixed $P$, $p_{\mathrm H}$ rises and $p_{\mathrm{H_2}}$ falls, so the slope rises steadily from negative to positive values. It vanishes at one composition, which is the minimum of $G$:
\begin{equation}
\frac{p_{\mathrm H}^2}{p_{\mathrm{H_2}}}=K .
\label{massaction}
\end{equation}

\subsection*{(a) The mole fraction of atoms}

Let $x=n_{\mathrm H}/(n_{\mathrm H}+n_{\mathrm{H_2}})$. In an ideal mixture $p_{\mathrm H}=xP$ and $p_{\mathrm{H_2}}=(1-x)P$. Equation (\ref{massaction}) becomes
\begin{equation}
\frac{x^2P^2}{(1-x)P}=K
\quad\Longrightarrow\quad
\frac{x^2}{1-x}=\kappa,\qquad \kappa=\frac KP .
\label{ratio}
\end{equation}
Multiplying by $1-x$ and collecting terms gives
\begin{equation}
x^2+\kappa x-\kappa=0,\qquad
x=\frac{-\kappa\pm\sqrt{\kappa^2+4\kappa}}{2}.
\end{equation}
The product of the roots is $-\kappa<0$, so one root is positive. The quadratic equals $-\kappa$ at $x=0$ and $1$ at $x=1$, so this root lies between 0 and 1, as a mole fraction must. It belongs to the plus sign.

Since 1 atm is 760 torr, the pressure is $P=20/760=0.026316$ atm, and
\begin{align}
\kappa&=\frac{0.00063}{0.026316}=0.02394,\\
\kappa^2+4\kappa&=0.000573+0.095760=0.096333,\\
x&=\frac{-0.02394+0.31038}{2}=0.1432 .
\end{align}
About 14 percent of the particles are atoms, which was to be shown. The partial pressures are 2.86 torr of H and 17.14 torr of H$_2$.

The constant is given to two figures. Values from 0.000625 to 0.000635 atm round to it, and they give $x$ from 14.27 to 14.37 percent, so the rounding does not disturb the result. The response is weak for a reason that follows from (\ref{ratio}). Taking the logarithm and differentiating,
\begin{equation}
d\ln\kappa=\left(\frac2x+\frac1{1-x}\right)dx
=\frac{2-x}{1-x}\,d\ln x ,
\qquad
\frac{d\ln x}{d\ln\kappa}=\frac{1-x}{2-x}.
\label{response}
\end{equation}
At $x=0.143$ this is 0.46: a small relative error in $K$ or in $P$ appears in $x$ at slightly less than half its size.

\subsection*{Two limits}

For small $\kappa$, write the root as $x=\sqrt\kappa\,\sqrt{1+\kappa/4}-\kappa/2$. To first order in $\kappa$,
\begin{equation}
x\simeq\sqrt\kappa-\frac{\kappa}{2}.
\end{equation}
The first term alone corresponds to setting $1-x=1$, that is, to ignoring the loss of molecules. It gives 15.47 percent here, which is too high. The second term removes 1.20 percentage points and brings the estimate to about 14.3 percent, close to the full root.

For large $\kappa$, multiply the numerator and denominator of the root by $\sqrt{\kappa^2+4\kappa}+\kappa$ to obtain
\begin{equation}
x=\frac{2}{1+\sqrt{1+4/\kappa}}\simeq\frac{2}{2+2/\kappa}\simeq1-\frac1\kappa .
\end{equation}
The gas is then almost wholly atomic. At fixed temperature this limit is reached by lowering the pressure. Dissociation increases the number of particles, and a low pressure favours the side with more particles.

\subsection*{(b) The dissociated fraction}

Start with one mole of H$_2$, of which a fraction $\alpha$ dissociates. There remain $1-\alpha$ moles of H$_2$, and $2\alpha$ moles of H have formed, $1+\alpha$ moles in total. Therefore
\begin{equation}
x=\frac{2\alpha}{1+\alpha},\qquad 1-x=\frac{1-\alpha}{1+\alpha}.
\end{equation}
Inserting these in (\ref{ratio}) gives
\begin{equation}
\kappa=\frac{4\alpha^2}{(1+\alpha)^2}\,\frac{1+\alpha}{1-\alpha}
=\frac{4\alpha^2}{1-\alpha^2}
\quad\Longrightarrow\quad
\alpha=\sqrt{\frac{\kappa}{4+\kappa}} .
\end{equation}
Numerically, $\alpha=\sqrt{0.02394/4.02394}=0.0771$. Thus 7.7 percent of the molecules have dissociated. This is also the mass fraction of atomic hydrogen, because it is the share of all hydrogen nuclei that are in free atoms. The statement ``14 percent'' is therefore true by mole and false by mass.

Minimizing $G$ numerically over $\alpha$, with the same $K$, $T$ and $P$ but without the quadratic, gives $\alpha=7.71$ percent and $x=14.32$ percent, in agreement with the formulas.

\subsection*{(c) The constant from the molecule}

For $N$ identical particles of mass $M$ in a volume $V$, the ideal-gas partition function is $(qV/\Lambda^3)^N/N!$. Here $q$ is the sum over internal states and $\Lambda=h/\sqrt{2\pi MkT}$, with $h$ the Planck constant. Differentiating $-kT$ times its logarithm with respect to $N$, and using $V/N=kT/p$, gives
\begin{equation}
\mu=-kT\ln\!\left(\frac{q\,kT}{p\,\Lambda^3}\right).
\end{equation}
The condition $2\mu_{\mathrm H}=\mu_{\mathrm{H_2}}$ then reads
\begin{equation}
\left(\frac{q_{\mathrm H}kT}{p_{\mathrm H}\Lambda_{\mathrm H}^3}\right)^{2}
=\frac{Z\,kT}{p_{\mathrm{H_2}}\Lambda_{\mathrm{H_2}}^3}
\quad\Longrightarrow\quad
K=\frac{p_{\mathrm H}^2}{p_{\mathrm{H_2}}}
=kT\,\frac{q_{\mathrm H}^2}{Z}\,
\frac{\Lambda_{\mathrm{H_2}}^3}{\Lambda_{\mathrm H}^6},
\end{equation}
where $Z$ is the internal sum of the molecule. With atomic mass $m$ and molecular mass $2m$, the mass factor is $m^3/(2m)^{3/2}=(m/2)^{3/2}$. An atom in its electronic ground state has two electron-spin and two nuclear-spin states, so $q_{\mathrm H}^2=4^2=16$. Hence
\begin{equation}
K=kT\left(\frac{2\pi(m/2)kT}{h^2}\right)^{3/2}\frac{16}{Z},
\qquad
Z=\sum_{J,v}g_J(2J+1)\,e^{-E_{vJ}/kT}.
\label{statK}
\end{equation}
The energies $E_{vJ}$ of the bound vibration-rotation levels are measured from two separated atoms and are negative. The two nuclei are fermions of spin one half, so rotational levels with even $J$ go with the single antisymmetric nuclear spin state, $g_J=1$, and those with odd $J$ with the three symmetric ones, $g_J=3$.

The levels were computed from a potential curve obtained by full configuration interaction for the two electrons in the cc-pVQZ basis. The curve has its minimum at 0.742 angstrom with a depth of 4.732 eV. The lowest level lies 4.462 eV below the separated atoms; the difference is the zero-point energy. These energies are not converged with the basis: near the minimum the depth is 4.700 eV in cc-pVTZ, 4.732 eV in cc-pVQZ and 4.741 eV in cc-pV5Z, and extrapolation of the last two gives about 4.749 eV. Equation (\ref{statK}) then gives $K=0.000673$ atm, 7 percent above the given value. With this constant $x$ would be 14.8 percent instead of 14.3.

How much disagreement should be expected? At 2500 K, $kT$ is about 0.215 eV. If the computed binding is too weak by $\delta$, then $K$ is too large by the factor $e^{\delta/kT}$. An error of 0.03 eV would change $K$ by 15 percent, which was the margin allowed in this comparison. The difference found corresponds to $0.215\ln1.069=0.014$ eV. The finite basis accounts for a difference of this size. Keeping the cc-pVQZ level spacings and lowering all levels to the cc-pV5Z depth gives $K=0.000646$ atm; lowering them to the extrapolated depth, by 0.017 eV, gives $K=0.000623$ atm, 1 percent below the given value. The calculation also leaves out relativity and the coupling of electronic and nuclear motion. Within these limits the given constant is consistent with the molecule.

\section*{Variation 1: a different temperature}

\textit{Keep the pressure at 20 torr. What is the equilibrium fraction at 2400 K, at 2600 K, and at a substrate temperature of 1200 K?}

Equation (\ref{ratio}) still holds, but $K$ must be taken at the new temperature. Use the temperature dependence of (\ref{statK}), multiplied by a constant factor so that $K=0.00063$ atm at 2500 K. The results are

\begin{center}
\begin{tabular}{cc}
Temperature (K) & H atoms (mole percent)\\
2400 & 9.3\\
2500 & 14.3\\
2600 & 21.0\\
1200 & about $10^{-4}$
\end{tabular}
\end{center}

The strong dependence comes from the binding energy $D_0=4.462$ eV, which is about 21 times $kT$ at 2500 K. Keeping the factor $e^{-D_0/kT}$ in $K$ and dropping the weaker thermal factors,
\begin{equation}
\frac{d\ln K}{dT}\simeq\frac{D_0}{kT^2}
=\frac{4.462}{0.215\times2500}\ \mathrm{K^{-1}}
\simeq0.008\ \mathrm{K^{-1}} .
\end{equation}
The dropped factors add a few percent: the full expression (\ref{statK}) gives 0.0088 K$^{-1}$. By (\ref{response}), $x$ changes by about $0.46\times0.88\simeq0.4$ percent of its value per kelvin near 2500 K. An uncertainty of 100 K in the gas temperature therefore matters far more than the rounding of $K$. At 1200 K the equilibrium gas contains about one atom per million particles.

\section*{Variation 2: does the gas have time to equilibrate?}

\textit{Compare the time for atoms to recombine in the gas with the time for them to diffuse 1 cm, a rough distance from filament to substrate. Use a three-body recombination coefficient $k_r=10^{-32}$ cm$^6$/s, a rough and generous value, and a rough collision diameter $d=2.5$ angstrom.}

Two atoms recombine when a third particle carries off the energy. With $k_r$ defined per recombination event, and two atoms lost in each event, $dn_{\mathrm H}/dt=-2k_r n\,n_{\mathrm H}^2$, where $n$ is the total number density. The characteristic time is $n_{\mathrm H}$ divided by the loss rate. The ideal-gas law gives $n=P/kT=7.73\times10^{16}$ cm$^{-3}$, of which $n_{\mathrm H}=1.11\times10^{16}$ cm$^{-3}$ are atoms, so
\begin{equation}
t_r=\frac{1}{2k_r n\,n_{\mathrm H}}
=\frac{1}{2\times10^{-32}\times7.73\times10^{16}\times1.11\times10^{16}}\ \mathrm s
\simeq 58\ \mathrm{ms}.
\end{equation}
Filling pure H$_2$ with atoms by gas collisions takes about as long. At equilibrium the rate of dissociation equals that of recombination, and in the pure gas it is larger by the factor $1/(1-x)=1.17$ at most, since it is proportional to the density of molecules.

For diffusion, take the elementary estimate $D=\lambda\bar v/3$ and treat all collision partners as H$_2$. The mean speed of the atoms is $\bar v=\sqrt{8kT/\pi m}=7247$ m/s. Their mean free path is $\lambda=1/(n\pi d^2\sqrt{1.5})=54$ micrometre, where $\sqrt{1.5}$ is the ratio of relative speed to atomic speed for partners of twice the mass. This gives $D\simeq1300$ cm$^2$/s; the Chapman--Enskog formula for hard spheres of the same diameter gives about 1700 cm$^2$/s, so the elementary value errs towards slower diffusion. For diffusion along one direction the mean square displacement is $2Dt$, so
\begin{equation}
t_d=\frac{L^2}{2D}=\frac{1}{2\times1300}\ \mathrm s\simeq0.38\ \mathrm{ms}.
\end{equation}
Recombination is slower by a factor of about 150. Both times were evaluated at 2500 K, whereas the gas cools towards the substrate. At fixed $P$, $x$, $k_r$ and $d$, $t_r\propto T^2$ and $t_d\propto T^{-3/2}$, so the ratio varies as $T^{7/2}$. At 1200 K it is about $152\times0.48^{3.5}\simeq12$. In this estimate atoms still cross the gap before they recombine in the gas.

\subsection*{What this means for a reactor}

The stated conditions lie in the regime of hot-filament diamond growth: roughly, a filament near 2500 K, a pressure of tens of torr and a substrate near 1200 K. Such a reactor breaks the assumption of one temperature and, at 20 torr by the estimate above, also that of local equilibrium. The equilibrium fraction falls from 14 percent at 2500 K to about $10^{-4}$ percent at 1200 K, but the times above indicate that at 20 torr gas-phase recombination is too slow for the gas to follow this fall. At fixed $x$ and $T$, $t_r\propto P^{-2}$ and $t_d\propto P$, so their ratio falls as $P^{-3}$. With the rough inputs used here it reaches 1 at about 110 torr for 2500 K and at about 45 torr for 1200 K, so the conclusion does not carry over unchecked even to the upper end of the usual pressure range. The substrate can therefore receive far more atomic hydrogen than equilibrium at its own temperature would allow. How much it receives depends on production at the filament, on losses at surfaces and on the flow, none of which is treated here; nor is the hydrocarbon added for growth. The 14 percent is thus a reference value for hydrogen equilibrated at 2500 K and not a prediction for the gas at the substrate. The ideal-gas assumption is harmless by comparison: the hard-sphere correction to the pressure, $(2\pi/3)nd^3$ relative to the ideal value, is $2.5\times10^{-6}$. The numerical output below lists the values used.

\section*{Computed results}
\begin{verbatim}
given K                              0.00063 atm
temperature                          2500 K
total pressure                       20 torr
total pressure, converted            0.026316 atm
kappa = K/P                          0.02394 (no unit)
kappa^2 + 4 kappa                    0.096333 (no unit)
its square root                      0.31038 (no unit)
mole fraction x of H atoms           14.32 percent
x from Gibbs minimization            14.32 percent
x for K = 0.000625 atm               14.27 percent
x for K = 0.000635 atm               14.37 percent
dissociated fraction alpha           7.71 percent
alpha from Gibbs minimization        7.71 percent
shortcut sqrt(kappa)                 15.47 percent
partial pressure of H                2.86 torr
partial pressure of H2               17.14 torr
computed H2 bond length              0.742 angstrom
computed H2 well depth               4.732 eV
computed H2 dissociation energy      4.462 eV
computed K at 2500 K                 0.000673 atm
computed K over given K              1.069
x from computed K                    14.77 percent
equilibrium x at 2400 K              9.3 percent
equilibrium x at 2600 K              21.0 percent
equilibrium x at 1200 K              1.3e-04 percent
total number density                 7.73e+16 cm^-3
H atom number density                1.11e+16 cm^-3
rough three-body coefficient (input) 1e-32 cm^6/s
rough collision diameter (input)     2.5 angstrom
diffusion length (input)             1 cm
mean speed of H atoms                7247 m/s
mean free path of H atoms            54 micrometre
diffusion coefficient of H           1300 cm^2/s
recombination time                   58 ms
diffusion time                       0.38 ms
recombination over diffusion time    152
hard-sphere pressure correction      2.5e-06 (relative)
\end{verbatim}
